\section*{Cubic symmetry in tetrahedron spectra: one body diagonal versus four}

\section{A stray tensor element}

\textbf{Q:} I computed a conductivity-like spectrum for a cubic crystal with the tetrahedron method. The $xy$ element is not zero. Can it be physical?

\textbf{A:} Let us fix the quantity first. For one non-degenerate band $\varepsilon(\mathbf k)$ with velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$, in Hartree atomic units, define
\begin{equation}
T_{ij}(E)=\big\langle v_iv_j\,\delta(E-\varepsilon)\big\rangle ,
\label{eq:T}
\end{equation}
where $\langle\cdots\rangle$ is the average over the full Brillouin zone. This is per cell and per spin, in Ha\,bohr$^2$. If the band has full cubic symmetry, the reflection $k_x\to-k_x$ leaves $\varepsilon$ alone and reverses $v_x$. Then $T_{xy}=-T_{xy}=0$. For such a band your element comes from the numerics. A real one needs something that lowers the symmetry in the right way, such as a shear strain in the $xy$ plane. Stretching the crystal along a cube axis is not enough.

\textbf{Q:} My mesh is cubic too. What else is there to break the symmetry?

\textbf{A:} The way each mesh cell is cut. Take a simple-cubic mesh with step $h=2\pi/(aN)$, where $a$ is the lattice constant and $N$ the number of divisions per axis. Choose a body diagonal $\mathbf d=(s_x,s_y,s_z)$ with $s_i=\pm1$. Start at the corner where this diagonal begins and walk to the opposite corner by the three edges $s_ih\,\mathbf e_i$. There are $3!=6$ orders of the edges, and the four corners met on each walk span one tetrahedron. All six share the diagonal. The diagonals $\mathbf d$ and $-\mathbf d$ give the same cut, since the walks are only reversed, so a cell has four different cuts.

Inside a tetrahedron, $\varepsilon$ and the products $v_iv_j$ are interpolated linearly from the corners. The surface of energy $E$ is then a flat triangle, or a quadrilateral made of two triangles. Each triangle contributes its area divided by $|\nabla\varepsilon|$, times the mean of $v_iv_j$ at its three corners, divided by the zone volume.

\section{What a single cut allows}

\textbf{Q:} Which elements can go wrong?

\textbf{A:} Let $g$ be one of the 48 cubic operations, each a permutation of axes with signs. It maps the mesh onto itself and the edges $s_i\mathbf e_i$ onto the corresponding edges for the diagonal $g\mathbf d$. It therefore maps the cut $\mathbf d$ onto the cut $g\mathbf d$. The corner data obey $\varepsilon(g\mathbf k)=\varepsilon(\mathbf k)$ and $\mathbf v(g\mathbf k)=g\mathbf v(\mathbf k)$. Linear interpolation carries these relations into the tetrahedra, and integration over the zone gives
\begin{equation}
T^{g\mathbf d}=g\,T^{\mathbf d}g^{\mathsf T}.
\label{eq:cov}
\end{equation}
The cut is unchanged only if $g\mathbf d=\pm\mathbf d$. For $\mathbf d=(1,1,1)$ these are the six permutations of axes, with or without inversion: 12 operations. The permutations force $T_{xx}=T_{yy}=T_{zz}=\alpha$ and $T_{xy}=T_{yz}=T_{xz}=\beta$. Inversion adds nothing, as it multiplies $v_iv_j$ by $(-1)^2$. Hence, using Eq.~\eqref{eq:cov} to reach the other diagonals,
\begin{equation}
T^{\mathbf d}=\alpha I+\beta\,(\mathbf d\mathbf d^{\mathsf T}-I),
\label{eq:form}
\end{equation}
with the same $\alpha(E)$ and $\beta(E)$ for all four. The diagonal elements stay equal, so comparing $xx$ with $zz$ will not reveal the fault. The density of states is a scalar, and the same argument makes it identical for the four cuts.

\textbf{Q:} Symmetry permits $\beta$. What actually produces it?

\textbf{A:} Look at one square face of a cell in the $xy$ plane. The cut splits it along one of its two diagonals, and the value at the face centre is the mean of the two corners on that diagonal. Let $\varepsilon_{mn}$, with $m,n=0,1$, be the corner energies. The two choices differ by
\begin{equation}
\tfrac12(\varepsilon_{00}+\varepsilon_{11})-\tfrac12(\varepsilon_{10}+\varepsilon_{01})
=\frac{h^2}{2}\,\partial_x\partial_y\varepsilon+O(h^4),
\label{eq:face}
\end{equation}
with the derivative taken at the face centre. The combination on the left is half of a mixed second difference. A reflection exchanges the two choices, yet the single cut makes the same choice on every parallel face. Equivalent points thus receive different energies.

The cause is the mixed derivative. A separable band $f(k_x)+g(k_y)+p(k_z)$ has none. On the corners of a cell $f$ takes two values, so it is interpolated by the same linear function of $k_x$ whatever the cut, and likewise $g$ and $p$. Its interpolated energy is the same for all four cuts. The product $v_xv_y$ is not separable, however, so even this band can acquire a false $T_{xy}$.

\section{Using all the diagonals}

\textbf{Q:} And if I repeat the integration with each diagonal and average the four spectra?

\textbf{A:} Take the diagonals $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$. The products $s_xs_y$ are $+1,-1,-1,+1$, with sum zero, and the other two pairs also sum to zero. The squares sum to four. So
\begin{equation}
\sum_{\mathbf d}\mathbf d\mathbf d^{\mathsf T}=4I,
\qquad
\frac14\sum_{\mathbf d}T^{\mathbf d}
=\alpha I+\frac{\beta}{4}(4I-4I)=\alpha I .
\label{eq:mean}
\end{equation}
This holds at every energy and every $N$; no small step was assumed. Three diagonals are not enough. If $\mathbf d_4$ is missing, the other three terms $\mathbf d\mathbf d^{\mathsf T}-I$ add up to $-(\mathbf d_4\mathbf d_4^{\mathsf T}-I)$, and an element of size $|\beta|/3$ survives.

\textbf{Q:} Must I pay for four integrations?

\textbf{A:} No. Average the finished tensor of one cut over the 48 operations. Each of the four cuts is reached by 12 of them, so Eq.~\eqref{eq:cov} gives
\begin{equation}
\frac1{48}\sum_g gT^{\mathbf d}g^{\mathsf T}
=\frac{12}{48}\sum_{\mathbf d'}T^{\mathbf d'}
=\frac14\sum_{\mathbf d'}T^{\mathbf d'} .
\label{eq:project}
\end{equation}
For a second-rank tensor this amounts to keeping one third of the trace and deleting the off-diagonal elements. Use the true symmetry group of the crystal here. A cubic projection would delete the real off-diagonal elements of a sheared crystal, and would wrongly equalize the diagonal elements of one stretched along a cube axis.

\section{Size of the error}

\textbf{Q:} Does the average also make the spectrum more accurate?

\textbf{A:} Equation~\eqref{eq:mean} already says that $\alpha$ is untouched. To see what error it contains, find the mean interpolation error of a smooth function $f$ in a cell. I allow a general cell with edges $\mathbf b_i/N$, where $\mathbf b_i$ are reciprocal basis vectors, and write positions as $\sum_iu_i\mathbf b_i/N$ with $0\le u_i\le1$.

Linear terms are interpolated without error. The function $u_i^2$ equals 0 or 1 at the corners, so it becomes $u_i$, with mean error $\frac12-\frac13=\frac16$. For $u_iu_j$, start with $s_i=s_j=1$. The interpolated value is the total weight of the corners at which both coordinates are 1. The weight of the corners with $u_i=1$ is $u_i$ itself. Along a walk a coordinate that has become 1 stays 1, so the corners with $u_i=1$ include those with $u_j=1$, or the reverse. The common weight is $\min(u_i,u_j)$, and the mean error is $\frac13-\frac14=\frac1{12}$. If $s_is_j=-1$, reflect one coordinate, $u_i=1-u_i'$. Then $u_iu_j=u_j-u_i'u_j$, and the mean error changes sign. Both cases read $s_is_j/12$.

Now let $\partial_i=N^{-1}\mathbf b_i\cdot\nabla$. The second-order Taylor terms are $\frac12\sum_iu_i^2\partial_i^2f+\sum_{i<j}u_iu_j\partial_i\partial_jf$, so the mean error is
\begin{align}
\overline{\delta f}
&=\frac1{12}\sum_i\partial_i^2f+\frac1{12}\sum_{i<j}s_is_j\,\partial_i\partial_jf
\nonumber\\
&=\frac1{24}\Big[\sum_i\partial_i^2+\Big(\sum_is_i\partial_i\Big)^2\Big]f
=\sum_{ab}Q_{ab}\,\partial_{k_a}\partial_{k_b}f,
\label{eq:df}\\
Q&=\frac1{24N^2}\Big[\sum_i\mathbf b_i\mathbf b_i^{\mathsf T}+\mathbf D\mathbf D^{\mathsf T}\Big],
\qquad \mathbf D=\sum_is_i\mathbf b_i .
\label{eq:Q}
\end{align}
The second line uses $(\sum_is_i\partial_i)^2=\sum_i\partial_i^2+2\sum_{i<j}s_is_j\partial_i\partial_j$.

\textbf{Q:} How does that enter the spectrum?

\textbf{A:} Weigh the spectrum with a smooth function $\phi(E)$, for which $\int\phi\,T_{ij}\,dE=\langle v_iv_j\,\phi(\varepsilon)\rangle$. To first order in the interpolation errors of $v_iv_j$ and $\varepsilon$, the change is
\begin{equation}
\delta M_{ij}=\sum_{ab}Q_{ab}\big\langle\phi\,\partial_a\partial_b(v_iv_j)
+v_iv_j\,\phi'\,\partial_a\partial_b\varepsilon\big\rangle .
\end{equation}
Two integrations by parts move the derivatives in the first term onto $\phi(\varepsilon)$; periodicity removes the boundary terms. Since $\partial_a\partial_b\phi(\varepsilon)=\phi''v_av_b+\phi'\partial_a\partial_b\varepsilon$,
\begin{equation}
\delta M_{ij}=\sum_{ab}Q_{ab}\big\langle v_iv_j\,[\phi''v_av_b+2\phi'\,\partial_a\partial_b\varepsilon]\big\rangle .
\label{eq:law}
\end{equation}
The next term is $O(N^{-4})$: reversing the sign of the step reverses all edges and gives the same cut, so odd powers are absent.

For the simple-cubic mesh, $Q=(h^2/24)(I+\mathbf d\mathbf d^{\mathsf T})$. In $\delta M_{xy}$ reflections leave only the terms with $Q_{xy}=Q_{yx}$, and in $\delta M_{xx}$ only those with $Q_{aa}=h^2/12$:
\begin{align}
\delta M_{xy}&=s_xs_y\frac{h^2}{12}\big\langle\phi''v_x^2v_y^2+2\phi'v_xv_y\,\partial_x\partial_y\varepsilon\big\rangle,
\label{eq:xy}\\
\delta M_{xx}&=\frac{h^2}{12}\big\langle v_x^2\,[\phi''|\mathbf v|^2+2\phi'\nabla^2\varepsilon]\big\rangle .
\label{eq:xx}
\end{align}
The first changes sign with $s_xs_y$ and cancels in the four-diagonal mean. The second is the same for every cut and remains. Averaging repairs the symmetry and leaves the discretization error of the diagonal elements as it was.

\section{Numbers for a model band}

\textbf{Q:} How large are these effects?

\textbf{A:} Take a simple-cubic $s$ band with round parameters,
\begin{equation}
\varepsilon=-2t\sum_i\cos k_ia-4t'\sum_{i<j}\cos k_ia\,\cos k_ja ,
\end{equation}
with $a=6$ bohr, $t=0.04$ Ha and $t'=0.005$ Ha. It runs from $-0.30$ to $0.18$ Ha, a width of about 13 eV, which suits a broad metallic band better than a narrow $d$ band. Let $N=8$, so $h=0.1309$ bohr$^{-1}$ and $ha=\pi/4$.

Consider the face centre $(1.5,1.5,0)h$. The cut $(1,1,1)$ joins the corners $(1,1,0)h$ and $(2,2,0)h$, with energies $-0.231421$ and $-0.080000$ Ha, and gives $-0.155711$ Ha. At the equivalent point $(1.5,-1.5,0)h$ it joins two corners that both have $-0.150711$ Ha. The mismatch is $-0.0050$ Ha, or $-136$ meV; the leading term of Eq.~\eqref{eq:face} gives $-0.0053$ Ha. Averaging the cuts assigns $-0.1532$ Ha to both points. That is symmetric, but the true band lies at $-0.1595$ Ha.

At $E=-0.10$ Ha the cut $(1,1,1)$ gives $T_{xx}=0.35453$ and $T_{xy}=T_{yz}=T_{xz}=-0.00184$ Ha\,bohr$^2$. For $(-1,1,1)$ the $xy$ and $xz$ elements become $+0.00184$ while $yz$ stays negative, as Eq.~\eqref{eq:form} requires. In the mean they vanish to rounding error. With the cut $(1,1,1)$ on a mesh with $N=32$, $T_{xx}=0.36682$; this is not yet converged to the digits shown, since $N=128$ gives $0.3675$. The $N=8$ value is 3.3\% below the first and 3.5\% below the second, with or without averaging, whereas the false element is 0.5\% of $T_{xx}$.

\textbf{Q:} So the false element is the smaller error?

\textbf{A:} At that energy, yes, and at the others in the table below as well. Measured against $N=32$, the error of $T_{xx}$ at $N=8$ lies between 3.3\% and 13.3\% in size (3.5\% and 13.9\% against $N=128$), and the false element is less than half of that error at each of the six energies. This is not a rule for the whole band. For this band the mesh sum of $v_x^2$ equals its zone average, so the error of $T_{xx}$ integrates to zero over energy and must change sign; where it is small the false element can be the larger of the two. On 46 energies spaced by $0.01$ Ha across the band this happens at 10, for example near $-0.24$ Ha and between $0.095$ and $0.135$ Ha. The relative size of the false element does vary with energy ($N=8$, cut $(1,1,1)$, tensor elements in Ha\,bohr$^2$):
\begin{center}
\begin{tabular}{rrrr}
$E$ (Ha) & $T_{xx}$ & $T_{xy}$ & $T_{xy}/T_{xx}$\\
$-0.22$ & 0.0917 & $+0.0056$ & $+6.1\%$\\
$-0.16$ & 0.2196 & $+0.0060$ & $+2.7\%$\\
$-0.10$ & 0.3545 & $-0.0018$ & $-0.5\%$\\
$-0.04$ & 0.5094 & $-0.0129$ & $-2.5\%$\\
$0.03$ & 0.4746 & $-0.0060$ & $-1.3\%$\\
$0.07$ & 0.3614 & $-0.0011$ & $-0.3\%$
\end{tabular}
\end{center}
The change of sign is necessary. Integrated over all energies, $T_{xy}$ becomes the zone average of the interpolated $v_xv_y$. Every mesh point has the same total weight in that average, and the sum of $v_xv_y$ over a cubic mesh is zero. A false element that is positive somewhere must be negative elsewhere.

\textbf{Q:} Will it fall by four each time I double $N$?

\textbf{A:} Not reliably at a fixed energy. At $E=-0.10$ Ha, $T_{xy}$ is $-0.00184$, $-0.00092$ and $-0.00002$ Ha\,bohr$^2$ for $N=8$, 16 and 32. The ratios are 2 and about 50. This is an unfavourable case, because $T_{xy}$ changes sign nearby and its leading term is small. At $E=-0.22$ Ha the same meshes give $0.00557$, $0.00187$ and $0.00043$, with ratios 3.0 and 4.3. Equation~\eqref{eq:law} assumes a weight that is smooth over the energy range of a cell, and a delta function is not. I suspect that the irregularity comes from where the energy surface happens to cross the tetrahedra, but these numbers do not prove it.

A smooth weight does follow the law. For $\phi=E^2$, I integrated the interpolated functions for $N=16$, 24 and 32, multiplied the error by $N^2$, and extrapolated to $1/N^2=0$ with a quadratic in $1/N^2$. The cut $(1,1,1)$ gives $3.423\times10^{-3}$ Ha$^4$\,bohr$^2$ for $xy$ and $-6.090\times10^{-3}$ for $xx$. Equations~\eqref{eq:xy} and~\eqref{eq:xx} give the same values to these digits.

\section{Other cubic crystals}

\textbf{Q:} My crystal is fcc, and the code divides the primitive reciprocal cell. Do I still average four diagonals?

\textbf{A:} No, there it does harm. In units of $2\pi/a$ the basis is $\mathbf b_1=(-1,1,1)$, $\mathbf b_2=(1,-1,1)$, $\mathbf b_3=(1,1,-1)$. The cells are rhombohedra, and their four diagonals are not equivalent. The shortest is $\mathbf D=\mathbf b_1+\mathbf b_2+\mathbf b_3=(1,1,1)$. Define $\mathbf b_4=-\mathbf D$. A walk along three edges, closed by $\mathbf b_4$, is a loop of four steps, and the six tetrahedra are the $3!$ cyclic orders of these steps. The four vectors are alternate corners of a cube. Each cubic operation either permutes them or turns them into their negatives, which means loops walked backwards. The set of tetrahedra is therefore unchanged by all 48 operations, and this single cut has the full symmetry.

The other three cuts lack it. In the mean over four cuts the cross terms of $\mathbf D\mathbf D^{\mathsf T}$ cancel, leaving
\begin{equation}
\bar Q=\frac1{12N^2}\sum_i\mathbf b_i\mathbf b_i^{\mathsf T}
=\frac1{12N^2}\Big(\frac{2\pi}{a}\Big)^2
\begin{pmatrix}3&-1&-1\\-1&3&-1\\-1&-1&3\end{pmatrix},
\end{equation}
which is not isotropic. As an example, take an fcc $s$ band with hopping $0.02$ Ha to the 12 nearest neighbours, again with $a=6$ bohr, $N=8$ and $E=-0.10$ Ha. The shortest diagonal gives $T_{xx}=0.0939$ Ha\,bohr$^2$ and $T_{xy}=0$ to rounding error. The mean over four gives $0.0904$ and $-0.0009$, a false element of 1\%.

\textbf{Q:} And bcc?

\textbf{A:} The basis is $(0,1,1)$, $(1,0,1)$, $(1,1,0)$, and $\sum_i\mathbf b_i\mathbf b_i^{\mathsf T}$ has 2 on the diagonal and 1 elsewhere. The four-diagonal mean fails again. No single cut helps: $\mathbf D=(2,2,2)$ raises the off-diagonal entries to 5, and the others, such as $(2,0,0)$, leave them at 1. With hopping $0.04$ Ha to eight neighbours and the same $a$, $N$ and $E$, the mean has $T_{xx}=0.2602$ and $T_{xy}=-0.0014$ Ha\,bohr$^2$. Here one projects the finished tensor onto the crystal's symmetry, as on the left of Eq.~\eqref{eq:project}. That removes the false elements for any cut, though not the error in the trace.

\textbf{Q:} What should I watch for in a real band structure?

\textbf{A:} Degeneracies, which this one-band model leaves out. At a degenerate corner the velocity products of the separate bands depend on an arbitrary choice of states, and the relation behind Eq.~\eqref{eq:cov} can fail band by band. Summing these products over the degenerate set is not enough, because that sum still depends on the choice. Use instead the trace $\sum_{mn}(v_i)_{mn}(v_j)_{nm}$, with $m$ and $n$ both running over the degenerate set, so that the velocity matrix elements between its members are included. A trace does not depend on the choice of states. Sharing it equally among the members before interpolating restores the symmetry. It does not give the exact velocity products of the separate bands, though. Where two bands cross linearly in every direction, as for $H=\sum_ik_i\sigma_i$ with Pauli matrices $\sigma_i$, each band is assigned $v_x^2=1$, while the mean of $v_x^2$ over directions around the crossing is $1/3$. At an isolated crossing the weight of this error shrinks as the mesh is refined. The model cannot say how much neglecting this would change a given material's spectrum. The mesh must also be invariant under the crystal's operations; a shift that breaks this breaks the proof for four diagonals as well.
